\section*{Optimal hopping and the tunnelling limit for two leads joined by one bond}

\section*{Problem}

Two semi-infinite leads, $L$ and $R$, each end in one orbital. The end orbitals, $|L\rangle$ and $|R\rangle$, are orthogonal and are joined by a single hopping $t$:
\begin{equation}
H=H_L+H_R+t\,|R\rangle\langle L|+t^*|L\rangle\langle R| .
\end{equation}
Electrons do not interact, and at the energy $E$ considered each lead carries one channel per spin. The separated leads have the retarded end-site Green functions and densities of states per spin
\begin{equation}
g_\alpha(E)=\langle\alpha|(E+i0^+-H_\alpha)^{-1}|\alpha\rangle,\qquad
\rho_\alpha=-\frac{1}{\pi}\,\mathrm{Im}\,g_\alpha ,\qquad \alpha=L,R .
\end{equation}
The surfaces are fixed: changing $t$ does not change $H_L$ or $H_R$. Both densities are non-zero at $E$.

\begin{enumerate}
\item[(a)] Find the transmission $T(E)$ in terms of $t$, $g_L$ and $g_R$.
\item[(b)] Find the $|t|$ that maximises $T$ at given $E$, and the maximum. When can it reach one?
\item[(c)] Find the weak-bond limit, its leading error, and the current it gives.
\item[(d)] Model a metal contact to heavily doped $n$-type silicon by two uniform chains with site energies $\varepsilon_L=1.10$ eV, $\varepsilon_R=1.00$ eV and nearest-neighbour matrix elements $-\gamma_L=-2.00$ eV, $-\gamma_R=-0.50$ eV. The semiconductor spacing is $a=0.54$ nm. Its band edge is the zero of energy, and $E=0.10$ eV. Evaluate the results of (b) and test the limit of (c).
\item[(e)] Part (d) assumes flat bands. Estimate the effect of a depletion barrier $0.60$ eV above the Fermi level, for doping $1.5\times10^{20}$ cm$^{-3}$ and relative permittivity $11.7$.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Transmission}

Let $\phi$ be the state of the closed left lead at energy $E$, normalised by $\langle\phi_E|\phi_{E'}\rangle=\delta(E-E')$. There is one such state per energy, so
\begin{equation}
\rho_L=\langle L|\delta(E-H_L)|L\rangle=|\phi_L|^2 .
\end{equation}
Deep in the lead, $\phi$ is a standing wave made of an incoming and a reflected wave of equal amplitude $A$. On a half-infinite chain each contributes $\pi|A|^2\delta(k-k')$ to the norm, with $k$ the phase per site. The sum is $2\pi|A|^2|dE/dk|\,\delta(E-E')$, hence $|A|^2=1/(2\pi|dE/dk|)$. The incident flux per unit energy is
\begin{equation}
|A|^2\,\frac{1}{\hbar}\left|\frac{dE}{dk}\right|=\frac{1}{2\pi\hbar}=\frac1h .
\end{equation}

With the bond present, the scattering state is $\phi$ plus the waves that the bond sends out from the two end sites:
\begin{equation}
\psi_R=g_R\,t\,\psi_L,\qquad \psi_L=\phi_L+g_L\,t^*\psi_R .
\end{equation}
Inserting the first equation in the second gives
\begin{equation}
\psi_L=\frac{\phi_L}{1-|t|^2g_Lg_R}. \label{eq:psi}
\end{equation}

The bond contributes $t\psi_L$ to $i\hbar\,\partial_t\psi_R$. It therefore feeds probability into the right lead at the rate
\begin{align}
J&=\frac{2}{\hbar}\,\mathrm{Im}\left(\psi_R^*\,t\,\psi_L\right)
=\frac{2}{\hbar}|t|^2|\psi_L|^2\,\mathrm{Im}\,g_R^*
=\frac{2\pi}{\hbar}|t|^2\rho_R|\psi_L|^2 .
\end{align}
Dividing by the incident flux $1/h$ and using $|\phi_L|^2=\rho_L$ and $h=2\pi\hbar$,
\begin{equation}
\boxed{T=\frac{4\pi^2|t|^2\rho_L\rho_R}{|1-|t|^2g_Lg_R|^2}}\label{eq:T}
\end{equation}
The phase of $t$ drops out, because a single bond closes no loop.

\subsection*{(b) The best hopping}

Write $g_\alpha=|g_\alpha|e^{-i\theta_\alpha}$. Since $\mathrm{Im}\,g_\alpha<0$, we have $0<\theta_\alpha<\pi$ and $\pi\rho_\alpha=|g_\alpha|\sin\theta_\alpha$. Define
\begin{equation}
s=|t|^2|g_Lg_R|,\qquad S=\theta_L+\theta_R,\qquad D=\theta_L-\theta_R .
\end{equation}
The denominator of (\ref{eq:T}) is $|1-se^{-iS}|^2=1-2s\cos S+s^2$, so
\begin{equation}
T=\frac{4s\sin\theta_L\sin\theta_R}{1-2s\cos S+s^2}. \label{eq:Ts}
\end{equation}
The denominator cannot vanish, because $0<S<2\pi$. Differentiating,
\begin{align}
\frac{dT}{ds}&=4\sin\theta_L\sin\theta_R\,
\frac{(1-2s\cos S+s^2)-s(2s-2\cos S)}{(1-2s\cos S+s^2)^2}\nonumber\\
&=4\sin\theta_L\sin\theta_R\,\frac{1-s^2}{(1-2s\cos S+s^2)^2}.
\end{align}
$T$ rises for $s<1$ and falls for $s>1$. The single maximum is at $s=1$:
\begin{equation}
\boxed{|t_{\rm opt}|=\frac{1}{\sqrt{|g_Lg_R|}}}
\end{equation}
There the denominator is $2-2\cos S=4\sin^2(S/2)$, which gives
\begin{equation}
\boxed{T_{\max}=\frac{\sin\theta_L\sin\theta_R}{\sin^2(S/2)}}\label{eq:Tmax}
\end{equation}

To see what limits it, use $\sin\theta_L\sin\theta_R=\tfrac12(\cos D-\cos S)$ and $\sin^2(S/2)=\tfrac12(1-\cos S)$:
\begin{equation}
1-T_{\max}=\frac{\tfrac12(1-\cos D)}{\sin^2(S/2)}=\frac{\sin^2(D/2)}{\sin^2(S/2)} .\label{eq:deficit}
\end{equation}
Perfect transmission requires $\theta_L=\theta_R$. The hopping can compensate for unequal magnitudes of the Green functions, but not for unequal phases.

A bond can also be too strong. Replacing $s$ by $1/s$ leaves (\ref{eq:Ts}) unchanged, so hoppings $\lambda t_{\rm opt}$ and $t_{\rm opt}/\lambda$ transmit equally. For large $|t|$, equation (\ref{eq:psi}) makes $|\psi_L|^2$ fall as $|t|^{-4}$; the flux, proportional to $|t|^2|\psi_L|^2$, falls as $|t|^{-2}$.

If one density vanishes at $E$ while the denominator of (\ref{eq:T}) stays non-zero, $T=0$ and there is no hopping to optimise.

\subsection*{(c) Weak bond}

For $s\ll1$ the denominator tends to one:
\begin{equation}
\boxed{T\simeq T_{\rm w}=4\pi^2|t|^2\rho_L\rho_R}
\end{equation}
The densities are those of the separated surfaces. From (\ref{eq:Ts}),
\begin{equation}
\frac{T_{\rm w}}{T}-1=-2s\cos S+s^2 .\label{eq:err}
\end{equation}
The error relative to $T$ is first order in $s$ unless $\cos S=0$. The tunnelling formula is too low when $s<2\cos S$ and too high when $s>2\cos S$.

With two spins and lead occupations $f_L,f_R$, the magnitude of the current follows from
\begin{equation}
I=\frac{2e}{h}\int T\,(f_L-f_R)\,dE\simeq\frac{4\pi e}{\hbar}|t|^2\int\rho_L\rho_R\,(f_L-f_R)\,dE ,
\end{equation}
since $(2e/h)\,4\pi^2=4\pi e/\hbar$. This is the golden-rule current. It needs $s\ll1$ at every energy that contributes, and $\rho_L,\rho_R$ must be those of the surfaces under the applied bias.

\subsection*{(d) Flat-band contact}

Let $G$ be the end-site function of a uniform chain and $g$ that of the chain left when its first site is removed. The equation for the first site is $(E-\varepsilon)G+\gamma G_{21}=1$, and the rest of the chain responds with $G_{21}=-\gamma gG$. Thus $G=1/(E-\varepsilon-\gamma^2g)$. The shortened chain is the same chain, so $G=g$ and
\begin{equation}
\gamma^2g^2-(E-\varepsilon)g+1=0 .
\end{equation}
With $E-\varepsilon=2\gamma\cos\theta$, the root with negative imaginary part is $g=e^{-i\theta}/\gamma$. For two uniform chains, therefore, $|t_{\rm opt}|=\sqrt{\gamma_L\gamma_R}$ at every energy inside both bands. Identical chains give $t_{\rm opt}=\gamma$ and $T_{\max}=1$, as they must, since that bond continues the chain.

Here
\begin{align}
\cos\theta_L&=\frac{0.10-1.10}{4.00}=-0.25, & \theta_L&=104.5^\circ,\\
\cos\theta_R&=\frac{0.10-1.00}{1.00}=-0.90, & \theta_R&=154.2^\circ .
\end{align}
The magnitudes are $|g_L|=0.50$ and $|g_R|=2.00$ eV$^{-1}$, so
\begin{equation}
|t_{\rm opt}|=\frac{1}{\sqrt{0.50\times2.00}}=1.00\ \text{eV},\qquad
T_{\max}=\frac{0.968\times0.436}{\sin^2(129.3^\circ)}=0.705 .
\end{equation}
With both spins, the zero-temperature linear conductance of this one bond is $0.705\times77.5\ \mu\text{S}=54.6\ \mu$S, or a resistance of $18.3$ k$\Omega$.

The densities are $\rho_L=0.1541$ and $\rho_R=0.2775$ eV$^{-1}$. Exact and tunnelling values compare as follows.
\begin{center}
\begin{tabular}{ccc}
$t$ (eV) & $T$ & $T_{\rm w}$\\ \hline
0.10 & 0.01681 & 0.01688\\
0.20 & 0.0664 & 0.0675\\
0.50 & 0.364 & 0.422\\
1.00 & 0.705 & 1.69\\
2.00 & 0.364 & 6.75
\end{tabular}
\end{center}
The exact column was computed by matching incoming, reflected and transmitted waves, without Green functions. The equal entries at $0.50$ and $2.00$ eV show the symmetry about $t_{\rm opt}$. Since $\cos S=-0.20$, the tunnelling formula is too high at every $t$ here. Its excess reaches 10\% at $t=0.42$ eV, and at the optimum it gives an impossible transmission above one.

The missing 30\% is the phase mismatch of (\ref{eq:deficit}). Raising the metal end-site energy by $u$ changes $1/g_L$ to $1/g_L-u$. Equal phases need $u=3.50$ eV, after which $t_{\rm opt}=1.49$ eV gives $T=1$. That is nearly half the metal's $8$ eV bandwidth. The semiconductor side needs far less. There $1/g_R=-0.450+0.218i$ eV, and lowering the end-site energy by $0.39$ eV turns this into $-0.056+0.218i$ eV, whose phase is $\theta_L$; then $t_{\rm opt}=0.67$ eV gives $T=1$. The ceiling of $0.705$ is therefore sensitive to the end site of the narrower band.

\subsection*{(e) The depletion barrier}

The barrier belongs to the right lead, so it changes $g_R$ and leaves (a)--(c) intact. The band edge at the interface lies $V=0.60+0.10=0.70$ eV above its bulk value. For uniform doping $N$ and full depletion,
\begin{equation}
U(x)=V\left(1-\frac{x}{w}\right)^2,\qquad w=\sqrt{\frac{2\epsilon V}{e^2N}}=2.46\ \text{nm}.
\end{equation}
Put the sites at $x_n=na$, starting with $n=0$ at the interface. The elimination used in (d) gives
\begin{equation}
g_n=\frac{1}{E-\varepsilon_R-U(x_n)-\gamma_R^2g_{n+1}},
\end{equation}
started from the bulk value $e^{-i\theta_R}/\gamma_R$ beyond $w$; the new $g_R$ is $g_0$.

The surface density falls from $0.278$ to $0.0032$ eV$^{-1}$. At the old hopping of $1.00$ eV, $T=0.020$. The new optimum is $1.64$ eV, with $T_{\max}=0.035$. A better bond cannot undo the barrier: $g_R$ is now nearly real, so $\sin\theta_R$ is small, and (\ref{eq:Tmax}) at fixed $\theta_L$ is small with it.

At $t=1.00$ eV the tunnelling formula gives $4\pi^2|t|^2\rho_L\rho_R=0.0196$, about 4\% below the exact $0.0204$. This is the other sign allowed by (\ref{eq:err}). The bond itself is not weak, since $s=(1.00/1.64)^2=0.37$; a small transmission is thus no proof of a small $s$.

\subsection*{The model beside a real contact}

The parameters are rough values for a metal or silicide on degenerate $n$-type silicon. The chain's effective mass, $\hbar^2/(2\gamma_Ra^2)=0.26$ electron masses, is near silicon's conductivity mass. Six valleys with a density-of-states mass of $0.32$ give a zero-temperature Fermi energy of $0.097$ eV at this doping, consistent with the chosen $E$. Of the corrections to (d) computed here, the depletion barrier is the largest: at fixed hopping it lowers $T$ by a factor of about 35. Image-force lowering, estimated as $0.26$ eV from the interface field, softens this. A parabolic barrier of the reduced height gives $T=0.13$ at $1.00$ eV and at best $0.17$, but this overstates the softening: that parabola is lower and narrower everywhere, whereas the image term mainly rounds off the top. For mass $0.26$ the WKB factor $\exp(-2\int\kappa\,dx)$ is $0.024$ for the full barrier, $0.15$ for the reduced parabola and $0.054$ for $U(x)-e^2/(16\pi\epsilon x)$. These barrier figures give orders of magnitude only. The dopant spacing $N^{-1/3}$ is $1.9$ nm, comparable with the barrier width, so a uniform charge is a rough picture; full depletion also neglects the electrons left near the inner edge of the layer, and including them in the zero-temperature Thomas--Fermi approximation lowers the full-barrier $T$ at $1.00$ eV from $0.020$ to $0.015$. Both barriers are sampled at only four or five sites, and moving the sites half a spacing into the semiconductor raises the full-barrier $T$ at $1.00$ eV from $0.020$ to $0.057$. The image-force peak also lies only about $0.24$ nm from the interface, less than one site spacing, where a continuum image potential is doubtful. Inside the barrier the mass enters an exponent: at $1.00$ eV the full-barrier $T$ is $0.028$ for mass $0.19$ and $0.0017$ for mass $0.92$. Finally, at the interface $E$ lies $0.6$ eV below the conduction edge, near the middle of silicon's gap, where a one-band decay constant is unreliable; scaling $\kappa^2$ by $1-(U-E)/E_g$ with $E_g=1.12$ eV, a rough two-band form, raises the WKB factor from $0.024$ to $0.044$.

The other computed corrections, each taken with flat bands and, unless stated otherwise, $t=1.00$ eV, are smaller:
\begin{itemize}
\item Thermal averaging at 300 K, at fixed Fermi level, gives $0.67$.
\item Silicon's light and heavy masses, $0.19$ and $0.92$, give $0.61$ and $0.60$ at the same $E$ and $a$. With the hopping re-optimised they give $0.64$ and $0.94$. The heavier mass means a smaller $\gamma_R$, and $\cos\theta_R=-1+E/(2\gamma_R)$ then brings $\theta_R$ closer to $\theta_L$.
\item If bonding shifts the semiconductor end-site energy by $-0.2$ or $+0.2$ eV, $T$ becomes $0.83$ or $0.55$. The surface is then not fixed, and $g_R$ must be recomputed for each bond.
\end{itemize}
A real interface also has many bonds, several orbitals per atom and transverse momentum. The scalar $g_\alpha$ then become matrices, and the single-bond optimum does not carry over as it stands. The numerical output lists further values for the examples.

\section*{Computed results}
\begin{verbatim}
Energy above semiconductor band edge: 0.10 eV
Metal site energy, hopping: 1.10, 2.00 eV
Semiconductor site energy, hopping: 1.00, 0.50 eV
Semiconductor site spacing: 0.54 nm
Implied effective mass: 0.261 electron masses
Doping: 1.50e+20 cm^-3
Density-of-states mass per valley: 0.32 electron masses
Zero-temperature Fermi energy, six valleys: 0.0974 eV
Metal g: -0.12500 -0.48412 i 1/eV
Metal |g|, density: 0.50000, 0.15410 1/eV
Metal phase theta: 104.478 deg
Semiconductor g: -1.80000 -0.87178 i 1/eV
Semiconductor |g|, density: 2.00000, 0.27750 1/eV
Semiconductor phase theta: 154.158 deg
Optimal hopping: 1.0000 eV
Maximum transmission: 0.70515
Conductance quantum with spin: 77.481 uS
Maximum conductance: 54.636 uS
Resistance at maximum: 18.303 kOhm
t (eV) | T exact | T tunnelling | tunnelling excess (%)
0.05 | 0.004216 | 0.004220 | 0.099
0.10 | 0.016814 | 0.016882 | 0.404
0.20 | 0.066375 | 0.067528 | 1.736
0.50 | 0.363514 | 0.422049 | 16.102
1.00 | 0.705149 | 1.688194 | 139.410
2.00 | 0.363514 | 6.752777 | 1757.639
5.00 | 0.066375 | 42.204858 | 63485.243
Hopping where tunnelling formula is 10% high: 0.4190 eV
Metal surface shift for equal phases: 3.4984 eV
Optimal hopping, T with that shift: 1.4904 eV, 1.000000
Relative permittivity: 11.7
Interface field: 5.699 MV/cm
Image-force lowering, rough: 0.265 eV
Full barrier: height 0.600 eV, width 2.457 nm
  surface density 0.00323 1/eV
  T at flat-band optimal hopping 0.02042
  new optimal hopping 1.6430 eV, maximum T 0.03473
Lowered barrier: height 0.335 eV, width 1.937 nm
  surface density 0.02206 1/eV
  T at flat-band optimal hopping 0.12590
  new optimal hopping 1.4197 eV, maximum T 0.16527
Thermal energy at 300 K: 25.85 meV
Thermally averaged T at optimal hopping: 0.67387
Mass 0.19: T at old optimum 0.61337
  new optimum 1.1728 eV, maximum T 0.64115
Mass 0.92: T at old optimum 0.59528
  new optimum 0.5330 eV, maximum T 0.93621
End-site shift -0.2 eV: T at old optimum 0.82995
End-site shift +0.2 eV: T at old optimum 0.54917
\end{verbatim}
